# Are bond and lone-pair contributions to NMR shielding unique?

**Question**

I computed the oxygen shielding of formaldehyde at the restricted Hartree–Fock (RHF) level with the def2-SVP basis and the gauge origin at the oxygen nucleus. I then split it into contributions of localized orbitals. With Boys orbitals the two oxygen lone pairs contribute $-242$ ppm each. With Pipek–Mezey orbitals they contribute $-441$ and $-25$ ppm. The total shielding is the same in both cases.

I had assumed that a molecule has one definite lone-pair contribution. Which localization gives the right one? And why do the two totals stop agreeing when I give each orbital its own gauge origin?

**Answer**

Neither is more right than the other. With one common gauge origin the shielding is the trace of a matrix over the occupied orbitals, and your contributions are its diagonal elements in two different orbital bases. Separate gauge origins add a second dependence on the orbitals, which disappears from the total in a complete basis and generally remains in a finite one.

**The shielding as a sum over orbitals**

I use atomic units, real orbitals, $n$ doubly occupied orbitals and basis functions that do not depend on the field. Indices $i,j$ are occupied and $a,b$ virtual. Let $\mathbf r_O=\mathbf r-\mathbf O$ be measured from the gauge origin and $\mathbf r_N$ from the nucleus with moment $\mathbf m$. The vector potential is

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r_O+\alpha^2\,\frac{\mathbf m\times\mathbf r_N}{r_N^3},$$

where $\alpha$ is the fine-structure constant. Since $\nabla\cdot\mathbf A=0$, the kinetic energy is $\frac12(\mathbf p+\mathbf A)^2=\frac12p^2+\mathbf A\cdot\mathbf p+\frac12A^2$. The terms needed are

$$h^B_\alpha=\tfrac12(\mathbf r_O\times\mathbf p)_\alpha=-ik_\alpha,\qquad k_\alpha=\tfrac12(\mathbf r_O\times\nabla)_\alpha,$$

$$h^m_\beta=-i\alpha^2G_\beta,\qquad G_\beta=\frac{(\mathbf r_N\times\nabla)_\beta}{r_N^3},$$

and, from the cross term in $\frac12A^2$,

$$h^{Bm}_{\alpha\beta}=\frac{\alpha^2}{2}\,\frac{\delta_{\alpha\beta}\,\mathbf r_O\cdot\mathbf r_N-r_{N\alpha}r_{O\beta}}{r_N^3}.$$

As subscripts, $\alpha$ and $\beta$ are Cartesian. Integration by parts shows that $k$ and $G$ have real antisymmetric matrices.

The shielding is defined by the energy term $\mathbf B\cdot\boldsymbol\sigma\cdot\mathbf m$. The RHF energy is stationary in the orbitals, so its derivative with respect to $m_\beta$ is the expectation value of $h^m_\beta+\sum_\alpha B_\alpha h^{Bm}_{\alpha\beta}$ in the orbitals at field $\mathbf B$. Differentiating once more gives

$$\sigma_{\alpha\beta}=\sum_j\left[2\langle j|h^{Bm}_{\alpha\beta}|j\rangle+4\,\mathrm{Re}\langle j|h^m_\beta|j^{(1)\alpha}\rangle\right].$$

The first term is called diamagnetic, the second paramagnetic.

**The response**

Choose first-order orbitals with virtual components only, $\phi_j^{(1)}=-i\sum_a\phi_au_{aj}$ with real $u$. The first-order density matrix is

$$\rho^{(1)}(\mathbf r,\mathbf r')=-2i\sum_{bi}u_{bi}\left[\phi_b(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_b(\mathbf r')\right].$$

It vanishes at $\mathbf r=\mathbf r'$, so there is no Coulomb response. The exchange operator, with kernel $-\frac12\rho/|\mathbf r-\mathbf r'|$, changes by

$$i\sum_{bi}u_{bi}\left[(ab|ij)-(ai|bj)\right]$$

between $a$ and $j$. Take canonical orbitals here, so that the unperturbed Fock operator is diagonal with orbital energies $\varepsilon$. The change of $\phi_j$ then contributes $-i\varepsilon_au_{aj}$. Orthogonality requires $\langle a^{(1)}|j\rangle=-\langle a|j^{(1)}\rangle=iu_{aj}$, which contributes $+i\varepsilon_ju_{aj}$. The occupied–virtual block of the Fock matrix must stay zero:

$$-i(\varepsilon_a-\varepsilon_j)u_{aj}-ik_{aj}+i\sum_{bi}u_{bi}[(ab|ij)-(ai|bj)]=0.$$

Multiplication by $i$ gives the linear equations

$$\sum_{bi}\left[(\varepsilon_a-\varepsilon_j)\delta_{ab}\delta_{ij}+(ai|bj)-(ab|ij)\right]u_{bi}=-k_{aj}.$$

Because $(-i)(-i)=-1$, the shielding is $\sigma_{\alpha\beta}=\sum_jM_{jj}$, with

$$M_{ij}=2\langle i|h^{Bm}_{\alpha\beta}|j\rangle-4\alpha^2\sum_a(G_\beta)_{ia}u^\alpha_{aj}.$$

**Why only the sum survives a rotation**

Let $\phi'_j=\sum_i\phi_iW_{ij}$ with $WW^T=1$. We need to know how the response changes. The projector on the occupied space, $P(\mathbf B)$, does not depend on the orbitals chosen to span that space. Its first-order part acts as

$$P^{(1)}|j\rangle=\sum_i\left(|i^{(1)}\rangle\langle i|j\rangle+|i\rangle\langle i^{(1)}|j\rangle\right)=|j^{(1)}\rangle,$$

since $\phi_i^{(1)}$ is orthogonal to every occupied $\phi_j$. The response is thus a linear operator acting on the orbital, and it rotates with the same $W$. Therefore

$$\sigma'_j=(W^TMW)_{jj},\qquad \sum_j\sigma'_j=\mathrm{Tr}(MWW^T)=\mathrm{Tr}\,M.$$

For two orbitals rotated by $\theta$, with $M$ symmetrized because only its symmetric part affects the diagonal,

$$\sigma'_1=M_{11}\cos^2\theta+M_{22}\sin^2\theta+M_{12}\sin2\theta,$$

and $\sigma'_2$ has whatever remains of $M_{11}+M_{22}$. The argument needs equal occupations. With unequal ones the weighted sum is $\mathrm{Tr}(W^TMW\,\nu)$, where $\nu$ is the diagonal occupation matrix, and $W$ no longer cancels in general.

The current density shows the same thing in space. Put $v_j=\sum_{a\alpha}\phi_aB_\alpha u^\alpha_{aj}$, so that the orbital in the field is $\phi_j-iv_j$. The linear part of $2\,\mathrm{Re}[\phi^*(-i\nabla+\mathbf A)\phi]$ is the electron number current

$$\mathbf J_j=2\left[v_j\nabla\phi_j-\phi_j\nabla v_j+\tfrac12(\mathbf B\times\mathbf r_O)\phi_j^2\right].$$

A small change of vector potential changes the energy by $\int\mathbf J\cdot\delta\mathbf A\,d^3r$. Inserting the nuclear potential and using $(\mathbf m\times\mathbf r_N)\cdot\mathbf J=\mathbf m\cdot(\mathbf r_N\times\mathbf J)$ gives the Biot–Savart form

$$\sum_\alpha B_\alpha\sigma_{j,\alpha\beta}=\alpha^2\int\frac{(\mathbf r_N\times\mathbf J_j)_\beta}{r_N^3}\,d^3r.$$

Each term of $\mathbf J_j$ is bilinear in quantities that rotate with $W$. Hence $\sum_j\mathbf J_j$ is unchanged at every point, while the separate orbital currents are not. The nucleus responds to the total current.

**Formaldehyde in numbers**

I took a planar molecule with round dimensions: CO 1.20 Å, CH 1.10 Å and an HCH angle of 120°. The response equations were solved as a linear system. Both core orbitals were kept canonical, and the six valence orbitals were localized by repeated pair rotations. Boys orbitals maximize $\sum_j|\langle j|\mathbf r|j\rangle|^2$. Pipek–Mezey orbitals maximize $\sum_{jA}(Q^A_{jj})^2$, where $Q^A_{jj}$ is the Mulliken population of orbital $j$ on atom $A$.

The isotropic contributions, one third of the tensor trace, are in ppm:

| Orbitals | Boys | Pipek–Mezey |
|---|---|---|
| O core | 269.6 | 269.6 |
| C core | 11.6 | 11.6 |
| CH bonds | −22.4, −22.4 | −11.7, −11.7 |
| CO bonds | −81.4, −81.4 | −81.9, −120.3 |
| O lone pairs | −241.8, −241.8 | −441.1, −24.5 |
| Sum | −410.0 | −410.0 |

A Boys lone pair has a diamagnetic part of 40.1 and a paramagnetic part of $-281.9$, together $-241.8$ ppm. For the two Pipek–Mezey lone pairs the paramagnetic parts are $-478.6$ and $-68.2$ ppm. The disagreement is thus mainly in the response term.

Adding up each type of orbital does not remove the ambiguity. From Boys to Pipek–Mezey, the lone-pair sum goes from $-483.5$ to $-465.6$, the CO sum from $-162.8$ to $-202.1$ and the CH sum from $-44.8$ to $-23.5$ ppm. A group sum would be invariant if the rotation stayed inside the group. Here the two schemes mix the groups differently.

Symmetry does fix one piece. A single occupied orbital, the π orbital, changes sign under reflection in the molecular plane. Pipek–Mezey keeps it as a CO bond contributing $-81.9$ ppm. Each Boys CO bond has π weight 0.50, so the pair is $(\sigma\pm\pi)/\sqrt2$. With the gauge origin in the plane, the isotropic $M$ is invariant under the reflection and $M_{\sigma\pi}=0$. Each Boys bond is then the average of its σ and π parts, and the σ part follows as

$$2(-81.42)-(-81.87)=-80.97\approx-81.0\ \text{ppm}.$$

The Pipek–Mezey σ bond gives $-120.3$ ppm. The π part is common to both sets, so the whole difference in the CO sum comes from different σ orbitals.

**How large the freedom is**

A contribution is $\mathbf w^TM\mathbf w$ with a unit vector $\mathbf w$, so it lies between the extreme eigenvalues of the symmetrized isotropic $M$. Diagonalization gives $-489.0$ and $276.1$ ppm.

One can even make all eight contributions equal. Take the orbitals with the largest and smallest diagonal elements. As they are rotated into each other through 90°, the first element moves continuously from above the mean to below it, so some angle gives the mean. Set that orbital aside. The others still have the same mean, and the step can be repeated. The resulting orthonormal orbitals each contribute $-410.0/8=-51.3$ ppm. They are not chemically useful, but they have the same determinant, energy and total shielding. A preference for localized orbitals comes from the localization criterion, not from the shielding.

The orbitals alone do not settle the matter either. One may add $-i\sum_i\phi_is_{ij}$ to $\phi_j^{(1)}$. Orthonormality to first order requires $s_{ij}=s_{ji}$. Contribution $j$ then changes by $-4\alpha^2\sum_iG_{ji}s_{ij}$. The sum of these changes is zero, because $G$ is antisymmetric and $s$ symmetric. The virtual-only response used above is a convention.

**Why separate gauge origins change the total**

Give orbital $j$ the origin $\mathbf R_j$, here its centroid, and put $\mathbf d_j=\mathbf R_j-\mathbf O$. Then

$$\tfrac12\mathbf B\cdot(\mathbf r_O\times\mathbf p)=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf R_j)\times\mathbf p]+\boldsymbol\kappa_j\cdot\mathbf p,\qquad \boldsymbol\kappa_j=\tfrac12\mathbf B\times\mathbf d_j.$$

In a complete basis the response to $\boldsymbol\kappa\cdot\mathbf p$ is known. The operator $\frac12(\mathbf p+\boldsymbol\kappa)^2$ equals $e^{-i\boldsymbol\kappa\cdot\mathbf r}\,\frac12p^2\,e^{i\boldsymbol\kappa\cdot\mathbf r}$. Local potentials are unaffected by this transformation, and the exchange operator follows it when the orbitals do. The solutions are therefore $e^{-i\boldsymbol\kappa\cdot\mathbf r}\phi_j$, so $u_{aj}=\boldsymbol\kappa\cdot\langle a|\mathbf r|j\rangle$.

The distributed-gauge scheme used here replaces the computed response to $\boldsymbol\kappa_j\cdot\mathbf p$ by this result. With $Q=1-P$, the inserted term is

$$-4\alpha^2\langle j|G_\beta Q\,\boldsymbol\kappa_j\cdot\mathbf r|j\rangle=-4\alpha^2\langle j|G_\beta\,\boldsymbol\kappa_j\cdot\mathbf r|j\rangle+4\alpha^2\sum_i(G_\beta)_{ji}\,\boldsymbol\kappa_j\cdot\mathbf r_{ij}.$$

By antisymmetry of $G$, the first expectation value is half that of the commutator $[G_\beta,\boldsymbol\kappa_j\cdot\mathbf r]=(\mathbf r_N\times\boldsymbol\kappa_j)_\beta/r_N^3$. Using $\mathbf r_N\times(\mathbf B\times\mathbf d_j)=\mathbf B(\mathbf r_N\cdot\mathbf d_j)-\mathbf d_j(\mathbf r_N\cdot\mathbf B)$, the first term becomes

$$-\alpha^2\left\langle j\left|\frac{B_\beta\,\mathbf r_N\cdot\mathbf d_j-d_{j\beta}\,\mathbf r_N\cdot\mathbf B}{r_N^3}\right|j\right\rangle.$$

This moves the diamagnetic origin from $\mathbf O$ to $\mathbf R_j$. In the occupied-pair term, $G$ is antisymmetric and $\mathbf r_{ij}$ symmetric, so in the sum $\boldsymbol\kappa_j$ may be replaced by $\frac12(\boldsymbol\kappa_j-\boldsymbol\kappa_i)$, which contains only $\mathbf R_j-\mathbf R_i$. I use that form for the separate contributions too. The replacement leaves the total alone but not the parts: it changes contribution $j$ by $-4\alpha^2\sum_i(G_\beta)_{ji}s_{ij}$ with $s_{ij}=\frac12(\boldsymbol\kappa_i+\boldsymbol\kappa_j)\cdot\mathbf r_{ij}$, so it is a change of the response convention described above. Without it, each distributed contribution would equal its common-origin value in a complete basis.

The distributed total minus the common-origin total is

$$4\alpha^2\sum_j\left\{\sum_a(G_\beta)_{ja}u_{aj}[\boldsymbol\kappa_j\cdot\mathbf p]-\langle j|G_\beta Q\,\boldsymbol\kappa_j\cdot\mathbf r|j\rangle\right\}.$$

This vanishes in a complete basis. In a finite basis it generally does not, and it depends on the localization both through the origins $\mathbf R_j$ and through the orbitals $j$ that carry them, since terms weighted by different $\boldsymbol\kappa_j$ no longer form a trace. I repeated the calculation with uncontracted def2-TZVP, which has 108 functions instead of 38:

| Isotropic total / ppm | def2-SVP | uncontracted def2-TZVP |
|---|---|---|
| Common origin at O | −410.0 | −446.7 |
| Common origin at C | −429.5 | −446.8 |
| Distributed, Boys | −331.2 | −446.0 |
| Distributed, Pipek–Mezey | −374.0 | −446.4 |

In the small basis the distributed totals differ by 42.8 ppm, and both lie farther from the larger-basis values than the common-origin results do. In the larger basis they differ by 0.4 ppm. That basis is not yet the limit: with uncontracted def2-QZVP (without g functions on C and O and f functions on H, 188 functions) all four totals move by 3 to 4 ppm, to between $-450.0$ and $-450.4$ ppm, and the two distributed ones then differ by less than 0.1 ppm. The common-origin rows also show that invariance under orbital rotations is not invariance under a change of gauge origin: the first holds in any basis, the second does not.

The orbital contributions do not converge towards each other in this way. In the larger basis with the origin at O, the lone pairs give $-244.0$ and $-244.0$ ppm for Boys, but $-439.2$ and $-29.4$ ppm for Pipek–Mezey. In the 188-function basis the Boys values move by 0.3 ppm and the Pipek–Mezey values by 3 to 4 ppm, to $-436.5$ and $-25.8$ ppm, so the gap between the schemes remains. Going to centroid origins with the occupied-pair term in the form $\frac12(\boldsymbol\kappa_j-\boldsymbol\kappa_i)$ moves the Pipek–Mezey σ CO bond from $-128.5$ to $-176.3$ ppm, while the total moves by 0.3 ppm. Almost all of this shift comes from how that term is divided among the orbitals: with $\boldsymbol\kappa_j$ kept as it stands, the bond contributes $-128.2$ ppm.

A lone-pair contribution is therefore a defined number once the localization, the gauge origins and the response convention are stated, and comparisons between molecules need the same choices throughout. The totals here omit electron correlation, vibration, relativity and surroundings, so they should not be read as predictions of a measured shielding.
